# Does superposition error replace missing dispersion in B3LYP for methane dimer?: test program

```python
"""
Result under test: for the methane dimer the error of raw B3LYP in a small
basis is B - M, where
  B = basis set superposition error (energy gained from partner functions),
  M = reference interaction minus counterpoise-corrected B3LYP interaction.
Both are negative, but B dies off much faster with distance than dispersion.
R is the C-C distance. Reference: counterpoise-corrected frozen-core MP2.
E_disp is second-order dispersion between Hartree-Fock monomers;
its limit at large R is -C6/R^6.
"""
import numpy as np
from scipy import constants, linalg
from pyscf import gto, scf, dft, lib

lib.num_threads(1)
KCAL = (constants.physical_constants['Hartree energy'][0]
        * constants.N_A / constants.calorie / 1000)
BOHR = constants.physical_constants['Bohr radius'][0] * 1e10
CH = 1.09
SYMBOLS = ['C', 'H', 'H', 'H', 'H']
XYZ = np.array([[0, 0, 0], [0, 0, -CH]] +
               [[CH * np.sqrt(8) / 3 * np.cos(t),
                 CH * np.sqrt(8) / 3 * np.sin(t), CH / 3]
                for t in 2 * np.pi * np.arange(3) / 3])
SMALL = '6-31g*'
LARGE = {'C': 'aug-cc-pvdz', 'H': 'cc-pvdz'}
XC = 'b3lypg'


def build(basis, distance=None, ghost=False):
    atoms = list(zip(SYMBOLS, XYZ.tolist()))
    if distance is not None:
        partner = np.array([0, 0, distance]) - XYZ
        names = ['ghost-' + s if ghost else s for s in SYMBOLS]
        atoms += list(zip(names, partner.tolist()))
    return gto.M(atom=atoms, basis=basis, unit='Angstrom', verbose=0)


def inversion_signs(mol):
    signs = []
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        signs += [(-1) ** l] * ((2 * l + 1) * mol.bas_nctr(shell))
    return np.array(signs)


def pad(dm):
    n = len(dm)
    out = np.zeros((2 * n, 2 * n))
    out[:n, :n] = dm
    return out


def both(dm, signs):
    out = pad(dm)
    n = len(dm)
    out[n:, n:] = dm * np.outer(signs, signs)
    return out


def fragment(dimer):
    """Molecule object with all dimer functions but ten electrons,
    and the one-electron Hamiltonian with the nuclei of methane A only."""
    mol = dimer.copy()
    mol.nelectron = 10
    h = dimer.intor('int1e_kin')
    for k in range(5):
        with dimer.with_rinv_origin(dimer.atom_coord(k)):
            h = h - dimer.atom_charge(k) * dimer.intor('int1e_rinv')
    return mol, h


def solve(mf, dm=None, hcore=None, nuclear=None):
    if hcore is not None:
        mf.get_hcore = lambda *args, **kwargs: hcore
        mf.energy_nuc = lambda *args, **kwargs: nuclear
    mf.conv_tol = 1e-10
    mf.conv_check = False
    energy = mf.kernel(dm0=dm)
    assert mf.converged
    return energy


def mixing_energy(fock, overlap, occ):
    """Second-order gain when occupied orbitals mix with all the others."""
    w, u = linalg.eigh(overlap)
    half, inverse = (u * np.sqrt(w)) @ u.T, (u / np.sqrt(w)) @ u.T
    f = inverse @ fock @ inverse
    o = half @ occ
    v = linalg.null_space(o.T)
    eo, uo = linalg.eigh(o.T @ f @ o)
    ev, uv = linalg.eigh(v.T @ f @ v)
    coupling = uo.T @ o.T @ f @ v @ uv
    return -2 * np.sum(coupling ** 2 / (ev[None, :] - eo[:, None]))


saved_density = {}


def b3lyp(distance, basis, check_grid=False):
    mono, dimer = build(basis), build(basis, distance)
    grid = dft.gen_grid.Grids(dimer)
    grid.atom_grid = {'C': (40, 194), 'H': (30, 110)}
    grid.build()

    def kohn_sham(mol):
        # one common grid, so that quadrature errors cancel in differences
        mf = dft.RKS(mol)
        mf.xc = XC
        mf.grids = dft.gen_grid.Grids(mol)
        mf.grids.coords, mf.grids.weights = grid.coords, grid.weights
        return mf

    bare = kohn_sham(mono)
    e_bare = solve(bare, saved_density.get(basis))
    dm = np.array(bare.make_rdm1())
    saved_density[basis] = dm
    full = kohn_sham(dimer)
    e_full = solve(full, both(dm, inversion_signs(mono)))
    mol, h = fragment(dimer)
    ghosted = kohn_sham(mol)
    ghosted._eri = full._eri
    fock = h + np.asarray(ghosted.get_veff(mol, pad(dm)))
    occ = np.vstack([bare.mo_coeff[:, :5], np.zeros((mono.nao, 5))])
    estimate = 2 * mixing_energy(fock, dimer.intor('int1e_ovlp'), occ)
    e_ghosted = solve(ghosted, pad(dm), h, mono.energy_nuc())
    shift = 0.0
    if check_grid:
        fine = dft.gen_grid.Grids(dimer)
        fine.level = 3
        fine.build()
        values = []
        for g in (fine, grid):
            exc = [full._numint.nr_rks(dimer, g, XC, np.array(m.make_rdm1()))[1]
                   for m in (full, ghosted)]
            values.append(exc[0] - 2 * exc[1])
        shift = values[0] - values[1]
    return np.array([e_full - 2 * e_bare, e_full - 2 * e_ghosted,
                     2 * (e_ghosted - e_bare), estimate, shift]) * KCAL


def valence_gaps(mf, frozen, nocc):
    e = mf.mo_energy
    return (e[None, nocc:] - e[frozen:nocc, None]).ravel()


def dispersion(g, gaps):
    return -4 * np.sum(g ** 2 / (gaps[:, None] + gaps[None, :]))


def exact_coulomb(mono_mf, distance):
    """Coulomb integrals between transition densities of A and B."""
    mono = mono_mf.mol
    dimer = build(mono.basis, distance)
    n = mono.nbas
    eri = dimer.intor('int2e', shls_slice=(0, n, 0, n, n, 2*n, n, 2*n))
    ca = mono_mf.mo_coeff
    cb = inversion_signs(mono)[:, None] * ca
    g = np.einsum('pqrs,pi,qa,rj,sb->iajb', eri, ca[:, 1:5], ca[:, 5:],
                  cb[:, 1:5], cb[:, 5:], optimize=True)
    size = g.shape[0] * g.shape[1]
    return g.reshape(size, size)


def c6_coefficient(mf):
    mu = np.einsum('xpq,pi,qa->xia', mf.mol.intor('int1e_r'),
                   mf.mo_coeff[:, 1:5], mf.mo_coeff[:, 5:], optimize=True)
    strength = np.sum(mu ** 2, axis=0).ravel()
    gaps = valence_gaps(mf, 1, 5)
    return 8 / 3 * np.sum(np.outer(strength, strength)
                          / (gaps[:, None] + gaps[None, :]))


def fitted_pairs(tensor, left, right):
    out = np.einsum('Lpq,pi,qa->Lia', tensor, left, right, optimize=True)
    return out.reshape(len(tensor), -1)


def mp2_correlation(mf, tensor, molecules):
    nocc, c = 5 * molecules, mf.mo_coeff
    pairs = fitted_pairs(tensor, c[:, molecules:nocc], c[:, nocc:])
    o, v = nocc - molecules, c.shape[1] - nocc
    gaps = valence_gaps(mf, molecules, nocc)
    g = (pairs.T @ pairs).reshape(o, v, o, v)
    denominator = (gaps[:, None] + gaps[None, :]).reshape(o, v, o, v)
    return -np.sum(g * (2 * g - g.transpose(0, 3, 2, 1)) / denominator)


def reference(distance, mono_mf):
    mono, dimer = mono_mf.mol, build(LARGE, distance)
    dm, signs, n = mono_mf.make_rdm1(), inversion_signs(mono), mono.nao
    full = scf.RHF(dimer).density_fit()
    e_full = solve(full, both(dm, signs))
    mol, h = fragment(dimer)
    single = scf.RHF(mol).density_fit()
    single.with_df = full.with_df
    e_single = solve(single, pad(dm), h, mono.energy_nuc())
    tensor = lib.unpack_tril(np.vstack([np.array(b)
                                        for b in full.with_df.loop()]))
    interaction = (e_full + mp2_correlation(full, tensor, 2)
                   - 2 * (e_single + mp2_correlation(single, tensor, 1)))
    ca = mono_mf.mo_coeff
    cb = signs[:, None] * ca
    pa = fitted_pairs(tensor[:, :n, :n], ca[:, 1:5], ca[:, 5:])
    pb = fitted_pairs(tensor[:, n:, n:], cb[:, 1:5], cb[:, 5:])
    disp = dispersion(pa.T @ pb, valence_gaps(mono_mf, 1, 5))
    return np.array([interaction, disp]) * KCAL


# Counterpoise Hamiltonian against explicit ghost atoms (Hartree-Fock).
small_hf = scf.RHF(build(SMALL))
solve(small_hf)
start = pad(small_hf.make_rdm1())
ghost_energy = solve(scf.RHF(build(SMALL, 3.8, ghost=True)), start)
mol_a, h_a = fragment(build(SMALL, 3.8))
own_energy = solve(scf.RHF(mol_a), start, h_a, small_hf.mol.energy_nuc())
assert abs(ghost_energy - own_energy) < 1e-7

# Dipole formula for C6 against the full Coulomb sum at large separation.
far = 200.0
full_sum = dispersion(exact_coulomb(small_hf, far), valence_gaps(small_hf, 1, 5))
c6_small = c6_coefficient(small_hf)
c6_from_sum = -full_sum * (far / BOHR) ** 6
assert abs(c6_from_sum / c6_small - 1) < 0.02  # higher multipoles remain

large_hf = scf.RHF(build(LARGE))
solve(large_hf)
c6 = c6_coefficient(large_hf)
R = np.array([3.8, 4.4, 5.0, 5.6])
dft_data = np.array([b3lyp(r, SMALL, check_grid=(r == R[0])) for r in R])
ref_data = np.array([reference(r, large_hf) for r in R])
raw, cp, bsse, estimate, grid_shift = dft_data.T
ref, disp = ref_data.T
missing = ref - cp
fraction = bsse / missing
london = -c6 / (R / BOHR) ** 6 * KCAL
other = b3lyp(R[0], '3-21g')

# Density fitting against exact integrals at the shortest distance.
disp_exact = KCAL * dispersion(exact_coulomb(large_hf, R[0]),
                               valence_gaps(large_hf, 1, 5))
assert abs(disp[0] / disp_exact - 1) < 0.02
assert abs(grid_shift[0]) < 0.03  # kcal/mol, small beside the missing part

# Signs of the two errors, and binding near contact.
assert np.all(bsse < 0) and np.all(missing < 0)
assert cp[0] > 0 > ref[0]
# Borrowed functions explain B; uncoupled second order is approximate.
assert np.all((estimate / bsse > 0.6) & (estimate / bsse < 1.8))
# At the largest R the missing part is mainly dispersion; some overlap remains.
assert abs(missing[-1] / disp[-1] - 1) < 0.35


def exponents(energy):
    return -np.diff(np.log(-energy)) / np.diff(np.log(R))


n_bsse, n_disp = exponents(bsse), exponents(disp)
assert n_bsse[-1] > 1.5 * n_disp[-1]
assert fraction[-1] < 0.5 * fraction[0]

print(f'C-H bond length: {CH:.2f} Angstrom')
print(f'1 hartree = {KCAL:.3f} kcal/mol')
print(f'Ghost-atom check, energy difference: {ghost_energy-own_energy:.1e} hartree')
print(f'C6 in 6-31G*, dipole formula: {c6_small:.3f} a.u.')
print(f'C6 in 6-31G*, Coulomb sum at {far:.0f} Angstrom: {c6_from_sum:.3f} a.u.')
print(f'C6 in reference basis: {c6:.2f} a.u.')
print(f'E_disp at {R[0]} Angstrom, fitted: {disp[0]:.4f} kcal/mol')
print(f'E_disp at {R[0]} Angstrom, exact integrals: {disp_exact:.4f} kcal/mol')
print(f'Finer-grid shift of E_CP at {R[0]} Angstrom: {grid_shift[0]:.5f} kcal/mol')
print('B3LYP/6-31G* and MP2 interactions, kcal/mol (R in Angstrom)')
print('  R     E_raw     E_CP      E_ref     raw error  CP error')
for k, r in enumerate(R):
    print(f'{r:4.1f} {raw[k]:9.4f} {cp[k]:9.4f} {ref[k]:9.4f}'
          f' {raw[k]-ref[k]:10.4f} {cp[k]-ref[k]:9.4f}')
print('Separated parts, kcal/mol; B/M is dimensionless')
print('  R     B          B(2nd order) M        E_disp    -C6/R^6   B/M')
for k, r in enumerate(R):
    print(f'{r:4.1f} {bsse[k]:10.5f} {estimate[k]:10.5f} {missing[k]:9.4f}'
          f' {disp[k]:9.4f} {london[k]:9.4f} {fraction[k]:9.5f}')
print('Local exponents n = -d ln|E| / d ln R (dimensionless)')
for k in range(len(R) - 1):
    print(f'{R[k]:.1f}-{R[k+1]:.1f} Angstrom: B {n_bsse[k]:.2f},'
          f' E_disp {n_disp[k]:.2f}')
print(f'B3LYP/3-21G at {R[0]} Angstrom: E_raw {other[0]:.4f},'
      f' E_CP {other[1]:.4f}, B {other[2]:.4f} kcal/mol')
print('all tests passed')
```

It prints:

```
C-H bond length: 1.09 Angstrom
1 hartree = 627.509 kcal/mol
Ghost-atom check, energy difference: 1.4e-14 hartree
C6 in 6-31G*, dipole formula: 66.568 a.u.
C6 in 6-31G*, Coulomb sum at 200 Angstrom: 66.065 a.u.
C6 in reference basis: 115.58 a.u.
E_disp at 3.8 Angstrom, fitted: -0.6107 kcal/mol
E_disp at 3.8 Angstrom, exact integrals: -0.6107 kcal/mol
Finer-grid shift of E_CP at 3.8 Angstrom: 0.00207 kcal/mol
B3LYP/6-31G* and MP2 interactions, kcal/mol (R in Angstrom)
  R     E_raw     E_CP      E_ref     raw error  CP error
 3.8    0.1553    0.3703   -0.2924     0.4477    0.6627
 4.4    0.0414    0.1284   -0.2049     0.2463    0.3333
 5.0    0.0249    0.0431   -0.1052     0.1301    0.1483
 5.6    0.0098    0.0117   -0.0542     0.0639    0.0659
Separated parts, kcal/mol; B/M is dimensionless
  R     B          B(2nd order) M        E_disp    -C6/R^6   B/M
 3.8   -0.21500   -0.20041   -0.6627   -0.6107   -0.5289   0.32441
 4.4   -0.08693   -0.08201   -0.3333   -0.2452   -0.2195   0.26084
 5.0   -0.01814   -0.01728   -0.1483   -0.1103   -0.1019   0.12236
 5.6   -0.00194   -0.00186   -0.0659   -0.0546   -0.0516   0.02946
Local exponents n = -d ln|E| / d ln R (dimensionless)
3.8-4.4 Angstrom: B 6.18, E_disp 6.23
4.4-5.0 Angstrom: B 12.26, E_disp 6.25
5.0-5.6 Angstrom: B 19.72, E_disp 6.21
B3LYP/3-21G at 3.8 Angstrom: E_raw 0.0332, E_CP 0.3894, B -0.3562 kcal/mol
all tests passed
```
